# Constancy of the exact density functional for fractional spin

## 1. One electron whose spin is undecided

Take a hydrogen atom with a fixed nucleus and no magnetic field, in atomic units. Its lowest level, $-\tfrac12$ hartree, holds two states, $\varphi\alpha$ and $\varphi\beta$, with the same orbital $\varphi=e^{-r}/\sqrt\pi$. Mix them with probabilities $p$ and $1-p$:

$$\Gamma_p=p\,|\varphi\alpha\rangle\langle\varphi\alpha|+(1-p)\,|\varphi\beta\rangle\langle\varphi\beta| .$$

With $n=\varphi^2$, the spin densities are $n_\uparrow=pn$ and $n_\downarrow=(1-p)n$. The mean spin projection is $\bar M=\tfrac12p-\tfrac12(1-p)=p-\tfrac12$, which takes every value from $-\tfrac12$ to $\tfrac12$. The energy is $p(-\tfrac12)+(1-p)(-\tfrac12)=-\tfrac12$ for every $p$.

So far this concerns one chosen ensemble. A density functional sees only $n_\uparrow$ and $n_\downarrow$, and might find another state with the same densities and a lower energy. Here it cannot, because no one-electron state lies below $-\tfrac12$. The functional is therefore constant in $p$.

This fixes the exchange-correlation energy. Let $F$ be the lowest kinetic plus repulsion energy at given spin densities, $T_s$ the same minimum without the repulsion, and $E_H$ the Hartree energy of $n$. By definition $E_{xc}=F-T_s-E_H$. One electron has no partner to repel, so $F=T_s$ and

$$E_{xc}[pn,(1-p)n]=-E_H[n]\qquad\text{for all }0\le p\le1. \tag{1}$$

To evaluate $E_H$, count each pair of charge elements once, from its outer member. The charge inside radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$, and the radial density is $4r^2e^{-2r}$. Hence

$$E_H=\int_0^\infty\frac{4r^2e^{-2r}Q(r)}{r}\,dr
=4\left[\frac14-\left(\frac1{16}+\frac{2\cdot2}{64}+\frac{2\cdot6}{256}\right)\right]=\frac5{16},$$

using $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$. The required value is $E_{xc}=-0.3125$ hartree for every $p$.

## 2. The general statement

Let $N$ electrons have the Hamiltonian $H_v=T+W+\sum_i v(\mathbf r_i)$, where $T$ is the kinetic energy, $W$ the repulsion and $v$ a spin-independent potential. Define the functional by a search over $N$-electron ensembles,

$$E_v[n_\uparrow,n_\downarrow]=\min_{\Gamma\to n_\uparrow,n_\downarrow}\mathrm{Tr}(\Gamma H_v). \tag{2}$$

Suppose the ground level $E_0$ is a single spin multiplet $|M\rangle$, $M=-S,\dots,S$. The claim is that $E_v=E_0$ for the spin densities of every ensemble of these components, and that these densities form a line labelled by $\bar M$.

The hydrogen case had one orbital, which made the densities obvious. In general the spin density of the $M$ component must be found.

**Energies and total density.** Set $\hbar=1$ and choose the usual phases, so that

$$S_+|M\rangle=c_M|M+1\rangle,\qquad S_-|M+1\rangle=c_M|M\rangle,\qquad c_M^2=S(S+1)-M(M+1).$$

Since $H_v$ contains no spin operators, it commutes with $S_\pm$, and all components share the energy $E_0$. The density operator $\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$ also commutes with $S_\pm$, so for $M<S$

$$\langle M+1|\hat n|M+1\rangle=\frac{\langle M|S_-\hat nS_+|M\rangle}{c_M^2}=\frac{\langle M|\hat nS_-S_+|M\rangle}{c_M^2}=\langle M|\hat n|M\rangle .$$

The last step uses $S_-S_+|M\rangle=c_M^2|M\rangle$. The total density $n(\mathbf r)$ is thus the same for every component.

**Local magnetization.** Define $s_a(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)s_{a,i}$. Spins of different electrons commute, so the one-electron algebra carries over point by point:

$$[S_+,s_+(\mathbf r)]=0,\qquad [s_+(\mathbf r),S_-]=2s_z(\mathbf r).$$

Let $b_M=\langle M+1|s_+(\mathbf r)|M\rangle$. The first commutator between $\langle M+2|$ and $|M\rangle$ gives

$$c_{M+1}b_M-b_{M+1}c_M=0 .$$

Hence $b_M/c_M$ does not depend on $M$; call it $\beta(\mathbf r)$. For $S=\tfrac12$ there is a single $b_M$, and this only defines $\beta$. The expectation value of the second commutator in $|M\rangle$ is

$$2\langle M|s_z(\mathbf r)|M\rangle=c_{M-1}b_{M-1}-c_Mb_M=\beta\,(c_{M-1}^2-c_M^2).$$

At the ends of the multiplet the missing term is covered by $c_S=c_{-S-1}=0$. The bracket equals $-M(M-1)+M(M+1)=2M$, so $\langle M|s_z(\mathbf r)|M\rangle=\beta(\mathbf r)M$. With $m=n_\uparrow-n_\downarrow=2\langle s_z\rangle$ and $S>0$,

$$m_M(\mathbf r)=\frac MS\,m_S(\mathbf r). \tag{3}$$

The magnetization keeps its shape and changes only its amplitude. For $S=0$ there is one component, and the line shrinks to a point.

**Ensembles.** For weights $w_M$ and mean $\bar M=\sum_Mw_MM$, equation (3) gives

$$n_{\uparrow,\downarrow}=\frac12\left[n\pm\frac{\bar M}{S}\,m_S\right]. \tag{4}$$

Only the mean enters. Coherences $|M\rangle\langle M'|$ change nothing, because $\hat n(\mathbf r)$ and $s_z(\mathbf r)$ conserve total $S_z$ and have no matrix elements between different $M$.

**Two bounds.** The ensemble of components is admissible in the search (2), so $E_v\le E_0$. No $N$-electron ensemble has a mean energy below the ground level, so $E_v\ge E_0$. Therefore

$$E_v[n_\uparrow,n_\downarrow]=E_0\qquad\text{for }-S\le\bar M\le S. \tag{5}$$

The potential energy $\int vn$ is fixed along the line. The universal part $F=E_v-\int vn=E_0-\int vn$ is therefore constant too.

## 3. A quartet, with a magnetization that changes sign in space

A case with $S>\tfrac12$ and a nonuniform magnetization puts (3) and (5) to work. Take a Hubbard star: one centre joined to four equivalent leaves, five electrons, hopping $t$, on-site repulsion $U=4t$, and centre energy $1t$. The proof used only a spin-free Hamiltonian and local spin operators, so it holds with sites in place of points.

Diagonalization gives a fourfold ground level with $S=\tfrac32$ at $E_0=-1.0458\,t$. For $M=\tfrac32$ the centre has $m=-0.3545$ and each leaf $m=+0.8386$. The sum is $-0.3545+4(0.8386)=3.000$, which is $2S$ as it must be. For $M=\tfrac12$, equation (3) predicts one third of these values, $-0.1182$ and $+0.2795$, as found. The site occupations, 0.9076 and 1.0231, do not change.

The mean $\bar M=\tfrac12$ can also be made from $M=\pm\tfrac32$ with weights $\tfrac23$ and $\tfrac13$, since $\tfrac23\cdot\tfrac32-\tfrac13\cdot\tfrac32=\tfrac12$. Its spin densities agree with those of the pure $M=\tfrac12$ component to $10^{-8}$. The functional cannot tell these two states apart.

The functional itself was also computed from its definition. A linear program mixes many states so as to reproduce the centre charge, the centre moment and the summed leaf moment at the lowest energy. Averaging such a mixture over permutations of the equivalent leaves keeps its energy and gives the required densities on every site, so this is an upper bound. For any trial spin-dependent field $u$, the ground energy of $H+u$, minus the field energy of the target densities, gives a lower bound. Fields are varied until the bounds differ by less than $10^{-5}t$. At $\bar M=0$, $0.75$ and $1.25$ the result is $-1.0458\,t$ each time, equal to $E_0$ within the test's tolerance of $2\times10^{-5}t$.

## 4. Are ensembles needed?

Rotate the top component: $|\theta\rangle=e^{-i\theta S_y}|S\rangle$. The rotation commutes with $H_v$ and $\hat n(\mathbf r)$, so energy and total density stay put. For the magnetization let

$$A(\theta)=e^{i\theta S_y}s_z(\mathbf r)e^{-i\theta S_y},\qquad B(\theta)=e^{i\theta S_y}s_x(\mathbf r)e^{-i\theta S_y}.$$

From $[S_y,s_z]=is_x$ and $[S_y,s_x]=-is_z$ follow $A'=-B$ and $B'=A$. Hence

$$A=s_z\cos\theta-s_x\sin\theta,\qquad B=s_x\cos\theta+s_z\sin\theta .$$

In $|S\rangle$ the mean of $s_x$ vanishes, since $s_x$ changes $M$ by one. The rotated state thus has $m=m_S\cos\theta$ and $\bar M=S\cos\theta$. A search over pure states alone also reaches $E_0$ everywhere on the line, and the lower bound is unchanged.

For the quartet at $\theta=60^\circ$, $\bar M=1.5\times0.5=0.75$ and the energy remains $-1.0458\,t$. The state also has a transverse spin $S\sin\theta=1.299$, which a functional of $n_\uparrow$ and $n_\downarrow$ does not see. A functional of the full magnetization vector does see it. For that functional the rotated state and the diagonal ensemble are different densities, though both have energy $E_0$.

## 5. Where the flat part ends

What happens for $|\bar M|>S$? Such values exist only if $S<N/2$; for a fully polarized ground level, as in hydrogen, the line already covers every possible $\bar M$. Assume $S<N/2$. Let $q$ be the weight of an ensemble outside the ground level, and take $\bar M>0$. The inside part contributes at most $S$ per unit weight and the outside part at most $N/2$. So $\bar M\le(1-q)S+qN/2$, or

$$q\ge\frac{\bar M-S}{N/2-S}.$$

With $\Delta$ the gap to the next level, $E_v\ge E_0+q\Delta>E_0$. Constancy stops at $\pm S$.

In the star, take an equal mixture of $M=\tfrac32$ and the fully polarized state $M=\tfrac52$, so that $\bar M=2$. In the polarized state the Pauli principle blocks hopping and double occupation, leaving the centre energy $1t$. The least outside weight is $(2-1.5)/(2.5-1.5)=0.5$, and with $\Delta=0.3046\,t$ the bound is $-1.0458\,t+0.5(0.3046\,t)=-0.8935\,t$.

The actual value is higher and can be found. Put $b=1t-E_0=2.0458\,t$. Every state with $M\le\tfrac32$ has energy minus $bM$ of at least $E_0-\tfrac32b$. The polarized state gives $E_0+b-\tfrac52b$, the same number. Averaging over any ensemble gives $E_v\ge E_0+b(\bar M-\tfrac32)$. The mixture attains this bound, so

$$E_v=-1.0458\,t+2.0458\,t\times0.5=-0.0229\,t,$$

which the constrained search reproduces. The gap bound is far below because it charges outside states only $\Delta$, while the state that supplies the extra projection costs $b$. Along this path the slope of the energy in $\bar M$ jumps from zero to $b$ at $\bar M=S$.

## 6. An excited multiplet need not give a flat functional

Degenerate components have equal energies in any multiplet. The lower bound in section 2, however, needed the ground level. Without it flatness is not guaranteed. It may survive: for one electron the least kinetic energy at densities $pn$, $(1-p)n$ is $p\,T_W+(1-p)\,T_W=T_W$ with $T_W=\tfrac12\int|\nabla\sqrt n|^2$, independent of $p$ for any $n$, including that of an excited doublet. Two Hubbard sites with two electrons show that it can also fail.

In the triplet each site holds one electron and hopping is blocked, so $E_T=0$. In the singlet, the covalent state and the symmetric ionic state are coupled by $-2t$ and differ in energy by $U$. The lower eigenvalue is

$$E_S=\frac{U-\sqrt{U^2+16t^2}}2=-0.8284\,t\qquad(U=4t).$$

A triplet ensemble has one electron per site, site magnetization $\bar M$, and energy zero. The same densities come from a singlet with weight $1-|\bar M|$ and a triplet component $M=\pm1$ with weight $|\bar M|$, so

$$E_v\le(1-|\bar M|)E_S+|\bar M|E_T .$$

For $\bar M\ge0$ set $b=E_T-E_S>0$. For $M=0$, $1$ and $-1$ the energy minus $bM$ is at least $E_S$, $E_T-b=E_S$ and $E_T+b$, so it is never below $E_S$. Hence $E_v\ge E_S+b\bar M$, which equals the upper bound. Spin reversal covers $\bar M<0$. The functional is a V with its tip at the singlet. At $\bar M=0.5$ it equals $-0.4142\,t$, below the triplet ensemble's zero.

Other changes of the assumptions do different things:

- If the ground level also has orbital degeneracy, the two bounds still give $E_0$ for every ensemble within it. The densities are then no longer labelled by $\bar M$ alone: the orbital weights, the coherences between orbital components and the way spin projection is paired with orbital component all enter. In an orbital picture with one $p$ electron outside closed shells, as in boron (a lone electron in a central potential has an $s$ ground level), the equal mixture of $p_x\alpha$ and $p_y\beta$ has $\bar M=0$ but $m=\tfrac12(p_x^2-p_y^2)\ne0$.
- A uniform field coupling as $-bS_z$ adds $-b\bar M$ to the energy, a term fixed by the densities. The total tilts, but $F$ stays constant.
- Spin-orbit coupling destroys $[H_v,S_\pm]=0$, so the derivation of the common energy and density and of equation (3) no longer applies. The two bounds still hold for ensembles within whatever degenerate ground level remains.

## 7. Letting the electron number vary too

For hydrogen the constancy line is the edge of a plane. Let the search include ensembles of different electron numbers with mean $\bar N\le1$. Mixing the vacuum, with weight $1-\bar N$, and $\Gamma_p$, with weight $\bar N$, gives total density $\bar Nn$ and energy $-\bar N/2$. For a lower bound, drop the repulsion, which is positive. Each electron then has energy at least $-\tfrac12$, so $\mathrm{Tr}(\Gamma H)\ge-\bar N/2$ for every such ensemble. Therefore

$$E_v[p\bar Nn,(1-p)\bar Nn]=-\frac{\bar N}2\qquad(0\le\bar N\le1).$$

The energy is linear in electron number and independent of how the charge is shared between the spins. This is one face of the flat-plane condition. Beyond $\bar N=1$ dropping the repulsion no longer gives an attained bound, and a separate argument is needed.

## 8. What approximate functionals do at fixed density

Return to one electron and test approximations against (1). The density is the exact 1s density, with no self-consistent relaxation. Kinetic, nuclear and Hartree energies are then the same for all $p$, so an error in $E_{xc}$ is an error in the total energy.

**Exact exchange without correlation.** Here exchange means the Hartree-Fock expression evaluated with the one-particle density matrices of the ensemble. It acts within each spin, and the spin density matrices are $p\varphi\varphi'$ and $(1-p)\varphi\varphi'$. Thus $E_x=-[p^2+(1-p)^2]E_H$. Relative to $-E_H$ the error is

$$\delta(p)=E_H[1-p^2-(1-p)^2]=2p(1-p)E_H. \tag{6}$$

It vanishes for a definite spin. At $p=\tfrac12$ it is $0.3125/2=0.15625$ hartree, or 4.25 eV. The error (6) is the Coulomb repulsion between the spin-up charge $pn$ and the spin-down charge $(1-p)n$, namely $p(1-p)\cdot2E_H$. At $p=\tfrac12$ half an electron of one spin repels half an electron of the other, and correlation would have to cancel that repulsion.

**Local exchange.** This is a sum over spins of integrals of $n_\sigma^{4/3}$, so it scales as $p^{4/3}+(1-p)^{4/3}$. At $p=\tfrac12$ the factor is $2^{-1/3}=0.794$, where constancy of $E_{xc}$ would have to be restored by correlation.

Errors relative to $-E_H$, in hartree:

| Functional | $p=1$ | $p=0.75$ | $p=0.5$ |
|---|---|---|---|
| Exact exchange | 0.0000 | 0.1172 | 0.1563 |
| LSDA (PW92) | 0.0223 | 0.0500 | 0.0584 |
| PBE | 0.0006 | 0.0342 | 0.0436 |

The violation of constancy is the rise along a row, not the size of an entry. From $p=1$ to $0.5$ it is 0.0361 hartree (0.98 eV) for LSDA and 0.0430 hartree (1.17 eV) for PBE. PBE is much closer for the polarized atom, yet its rise is larger. Accuracy at a definite spin does not secure constancy.

## 9. The same error in a broken bond

Pull H$_2$ apart while both electrons occupy $(a+b)/\sqrt2$, with $a$ and $b$ the atomic orbitals. Each atom then carries half an electron of each spin. Placing the ensemble $\Gamma_{1/2}$ of section 1 on each atom gives the same spin densities. By constancy its energy is that of two ordinary atoms once the interaction between the neutral atoms has vanished. That is also the ground energy of the separated pair, so the two bounds of section 2 meet and the exact functional gives the energy of two ordinary atoms. Hartree-Fock can be followed term by term.

Let $\varepsilon$ be the energy of one atom, $J=2E_H$ the self-repulsion integral of its orbital, and $R$ a separation large enough to neglect overlap. The contributions are:

- one-electron energy: $2\varepsilon-2/R$, including attraction to the other nucleus;
- Hartree energy: $\tfrac12(J+J+2/R)=J+1/R$;
- exchange: minus half the Hartree energy, since both spins fill the same orbital, so $-\tfrac12J-1/(2R)$;
- nuclear repulsion: $1/R$.

The sum is

$$E=2\varepsilon+\frac J2-\frac1{2R}. \tag{7}$$

By (6), the half-and-half atom has an error $E_H/2=J/4$. The constant excess $J/2$ in (7) is twice that.

In the STO-3G basis the half-and-half atom lies 0.19365 hartree above the polarized one. This exceeds the 0.15625 found above because this basis orbital has a larger Hartree energy, $2\times0.19365=0.3873$ hartree. At $R=1000$ bohr the restricted molecule lies 0.38680 hartree above two polarized atoms in the same basis. Adding back $1/(2R)=0.00050$ hartree gives 0.38730 hartree, or 10.54 eV, equal to $2\times0.19365$ hartree. The bond-breaking error is the fractional-spin error of two atoms. The size of this number is not converged. STO-3G has one orbital per atom, which cannot relax, and the value $J/2$ in (7) holds only for frozen orbitals. With self-consistent orbitals the excess falls to 0.291 hartree in cc-pVDZ, 0.286 in cc-pVQZ and 0.285 hartree (7.7 eV) near the basis limit, 0.10 hartree below the STO-3G value and below the 0.3125 of the frozen exact orbital. In each of these bases it still equals twice the error of the relaxed half-and-half atom.

For LSDA and PBE, $E_{xc}$ is an integral over space, so two separated regions simply add. With the exact atomic density frozen on each atom, the excess over two polarized atoms would be twice the rises of section 8: 0.072 hartree for LSDA and 0.086 hartree for PBE. Relaxing the density lowers these values to about 0.066 hartree for LSDA and 0.082 hartree for PBE near the basis limit. The frozen-density and STO-3G results are in the numerical output below.

## Calculated quantities

```
Star: sites 5, electrons 5, t = 1.0, U = 4.0 t, centre energy = 1.0 t
Ground energy E0 = -1.045826 t, gap to next level = 0.304554 t
M = +1.5: E = -1.045826 t, n centre 0.907616, leaf 1.023096; m centre -0.354506, leaf +0.838627
M = +0.5: E = -1.045826 t, n centre 0.907616, leaf 1.023096; m centre -0.118169, leaf +0.279542
M = -0.5: E = -1.045826 t, n centre 0.907616, leaf 1.023096; m centre +0.118169, leaf -0.279542
M = -1.5: E = -1.045826 t, n centre 0.907616, leaf 1.023096; m centre +0.354506, leaf -0.838627
Ensemble (2/3, 1/3) of M=+3/2,-3/2 against pure M=+1/2: densities agree to 1e-8: True
Rotated by 60 deg: Mbar = 0.7500, <Sx> = 1.2990, E = -1.045826 t
Constrained search, Mbar = 0.00: E = -1.0458 t
Constrained search, Mbar = 0.75: E = -1.0458 t
Constrained search, Mbar = 1.25: E = -1.0458 t
Fully polarised M = 2.5: E = 1.000000 t
Beyond the edge, Mbar = 2.00: E = -0.0229 t, least outside weight q = 0.50, bound E0 + q gap = -0.8935 t
Dimer (t = 1.0, U = 4.0 t): singlet -0.828427 t, triplet 0.000000 t
Dimer constrained search, Mbar = 0.0: E = -0.8284 t
Dimer constrained search, Mbar = 0.5: E = -0.4142 t
Hydrogen: E_H = 0.312500 hartree, required E_xc = -0.312500 hartree
Local exchange ratio to full polarisation, p = 0.75: 0.838910
Local exchange ratio to full polarisation, p = 0.5: 0.793701
exact exchange: E_xc error at p = 1, 0.75, 0.5: +0.00000, +0.11719, +0.15625 hartree
  rise from p = 1 to 0.5: 0.15625 hartree = 4.252 eV
LSDA (PW92): E_xc error at p = 1, 0.75, 0.5: +0.02228, +0.04997, +0.05837 hartree
  rise from p = 1 to 0.5: 0.03609 hartree = 0.982 eV
PBE: E_xc error at p = 1, 0.75, 0.5: +0.00058, +0.03424, +0.04360 hartree
  rise from p = 1 to 0.5: 0.04302 hartree = 1.170 eV
STO-3G H atom, Hartree-Fock: E(p=1) = -0.466582 hartree, error at p = 0.5: 0.193651 hartree
STO-3G restricted H2 at R = 1000 bohr: excess over two atoms = 0.386803 hartree
  with the tail 1/(2R) = 0.000500 hartree added back: 0.387303 hartree = 10.539 eV
```
